# The extended Koopmans theorem: eigenproblem, upper bounds and two-electron exactness: verification in Python

```python
"""Extended Koopmans theorem (EKT), tested by full CI in a small model.

Result under test: for an N-electron eigenstate Psi with energy E, the pencil
    -L c = I D c
gives upper bounds I to the ionisation energies of the same basis. They are
all exact for two electrons if no natural occupation number is zero.

D[j,i]  spin-summed one-body density matrix <a_j^+ a_i>
L[j,i]  spin-summed Lagrangian matrix <a_j^+ [a_i, H]>
h, g    one-electron integrals and repulsion integrals (pq|rs), real orbitals
K       number of spatial orbitals; spin-orbital p is up, K+p is down
Hartree atomic units throughout.
"""
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- model: two soft-Coulomb centres on a line ----------
K = 5
omega = 0.7
charges = (2.5, 1.5)
centres = (-1.0, 1.0)
softening = 1.0
x = np.linspace(-12.0, 12.0, 481)
dx = x[1] - x[0]

phi = [(omega / np.pi) ** 0.25 * np.exp(-omega * x**2 / 2)]
phi.append(np.sqrt(2 * omega) * x * phi[0])
for n in range(1, K - 1):
    phi.append(np.sqrt(2 * omega / (n + 1)) * x * phi[n]
               - np.sqrt(n / (n + 1)) * phi[n - 1])
phi = np.array(phi)
assert np.allclose(phi @ phi.T * dx, np.eye(K), atol=1e-10)

potential = sum(-z / np.sqrt((x - c) ** 2 + softening**2)
                for z, c in zip(charges, centres))
# kinetic energy = oscillator Hamiltonian minus its potential
h = np.diag(omega * (np.arange(K) + 0.5))
h = h + (phi * (potential - 0.5 * omega**2 * x**2)) @ phi.T * dx
h = (h + h.T) / 2
repulsion = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + softening**2)
pairs = (phi[:, None, :] * phi[None, :, :]).reshape(K * K, -1) * dx
g = (pairs @ repulsion @ pairs.T).reshape(K, K, K, K)

# ---------- explicit Fock space ----------
DIM = 1 << (2 * K)


def annihilator(orbital):
    rows, cols, signs = [], [], []
    for state in range(DIM):
        if state >> orbital & 1:
            below = bin(state & ((1 << orbital) - 1)).count("1")
            rows.append(state ^ (1 << orbital))
            cols.append(state)
            signs.append((-1.0) ** below)
    return sparse.csr_matrix((signs, (rows, cols)), shape=(DIM, DIM))


a = [annihilator(p) for p in range(2 * K)]
adag = [op.T.tocsr() for op in a]
shift = [[adag[p] @ a[q] + adag[K + p] @ a[K + q] for q in range(K)]
         for p in range(K)]
h_eff = h - 0.5 * np.einsum("pqqs->ps", g)
H = sparse.csr_matrix((DIM, DIM))
for p in range(K):
    for q in range(K):
        field = sparse.csr_matrix((DIM, DIM))
        for r in range(K):
            for s in range(K):
                field = field + g[p, q, r, s] * shift[r][s]
        H = H + h_eff[p, q] * shift[p][q] + 0.5 * (shift[p][q] @ field)
H = H.tocsr()
spin_raise = sum(adag[p] @ a[K + p] for p in range(K)).tocsr()
n_up = np.array([bin(s & ((1 << K) - 1)).count("1") for s in range(DIM)])
n_down = np.array([bin(s >> K).count("1") for s in range(DIM)])


def eigenstates(up, down, operator):
    idx = np.where((n_up == up) & (n_down == down))[0]
    block = operator[idx][:, idx].toarray()
    energies, vectors = np.linalg.eigh((block + block.T) / 2)
    full = np.zeros((DIM, len(idx)))
    full[idx] = vectors
    return energies, full


def determinant(orbitals):
    """Closed-shell determinant with the given spatial orbitals as columns."""
    state = np.zeros(DIM)
    state[0] = 1.0
    for c in orbitals.T:
        for offset in (0, K):
            state = sum(c[m] * (adag[offset + m] @ state) for m in range(K))
    return state


# ---------- density matrices, Lagrangian, EKT ----------
def density_matrices(psi):
    moved = np.array([[shift[r][s] @ psi for s in range(K)] for r in range(K)])
    D = moved @ psi
    two_body = np.einsum("qpx,rsx->pqrs", moved, moved, optimize=True)
    two_body = two_body - np.einsum("qr,ps->pqrs", np.eye(K), D)
    return D, two_body


def lagrangian(D, two_body):
    return D @ h.T + np.einsum("jqrs,mqrs->jm", two_body, g)


def ekt(psi):
    """Roots on the range of D, occupations, diagonal estimates, L."""
    D, two_body = density_matrices(psi)
    L = lagrangian(D, two_body)
    occ, U = np.linalg.eigh(D)
    occ, U = occ[::-1], U[:, ::-1]
    keep = occ > 1e-10
    X = U[:, keep] / np.sqrt(occ[keep])
    M = -X.T @ L @ X
    return np.linalg.eigvalsh((M + M.T) / 2), occ, np.diag(M), L


def direct_matrix(psi, energy):
    """Matrix elements <a_j Psi|(H-E)|a_i Psi>, summed over spin."""
    total = np.zeros((K, K))
    for offset in (0, K):
        R = np.array([a[offset + i] @ psi for i in range(K)])
        total += R @ (H @ R.T - energy * R.T)
    return total


def weight_outside_span(psi, ion_state):
    """Weight of an ion state outside the span of all a_i(down) Psi."""
    R = np.array([a[K + i] @ psi for i in range(K)]).T
    Q = np.linalg.qr(R)[0]
    rest = ion_state - Q @ (Q.T @ ion_state)
    return rest @ rest


def orbital_energy(T, D, two_body):
    """Energy at fixed density matrices after the orbital change T."""
    hT = T.T @ h @ T
    gT = np.einsum("ap,bq,cr,ds,abcd->pqrs", T, T, T, T, g, optimize=True)
    return np.sum(hT * D) + 0.5 * np.sum(gT * two_body)


core = np.linalg.eigvalsh(h)
core_vectors = np.linalg.eigh(h)[1]

# ---------- two-electron singlet: every root exact ----------
E, V = eigenstates(1, 1, H)
E2, psi2 = E[0], V[:, 0]
assert np.linalg.norm(spin_raise @ psi2) < 1e-9
roots2, occ2, diag2, L2 = ekt(psi2)
exact2 = core - E2
assert len(roots2) == K
error2 = np.max(np.abs(roots2 - exact2))
assert error2 < 1e-7          # rounding is amplified by 1/smallest occupation
assert diag2.min() >= roots2[0] - 1e-9
C = np.array([[(a[K + q] @ psi2)[1 << p] for p in range(K)] for q in range(K)])
D2 = density_matrices(psi2)[0]
assert np.allclose(C, C.T, atol=1e-10)
assert np.allclose(D2, 2 * C @ C.T, atol=1e-10)
assert np.allclose(-L2, 2 * C @ (h - E2 * np.eye(K)) @ C.T, atol=1e-9)
ion1 = eigenstates(1, 0, H)[1][:, 0]
outside2 = weight_outside_span(psi2, ion1)
assert outside2 < 1e-12

# ---------- approximate two-electron state: the bound is lost ----------
trial = determinant(core_vectors[:, :1])
E_trial = trial @ (H @ trial)
roots_trial, _, _, L_trial = ekt(trial)
assert abs(roots_trial[0] - (core[0] - E_trial)) < 1e-9
assert roots_trial[0] < exact2[0] - 1e-4
asym_trial = np.max(np.abs(L_trial - L_trial.T))
assert asym_trial > 1e-3

# ---------- two-electron triplet, odd K: one root is missing ----------
E, V = eigenstates(2, 0, H)
ET, psiT = E[0], V[:, 0]
rootsT, occT, _, LT = ekt(psiT)
exactT = core - ET
assert len(rootsT) == K - 1 and abs(occT[-1]) < 1e-12
assert np.all(rootsT >= exactT[:-1] - 1e-7)
assert np.all(rootsT <= exactT[1:] + 1e-7)
assert np.max(rootsT - exactT[:-1]) > 1e-6

# ---------- four-electron singlet: upper bounds ----------
E, V = eigenstates(2, 2, H)
E4, psi4 = E[0], V[:, 0]
assert np.linalg.norm(spin_raise @ psi4) < 1e-9
roots4, occ4, diag4, L4 = ekt(psi4)
# the penalty lifts quartets far above all doublets
penalty = (H + 100.0 * (spin_raise.T @ spin_raise)).tocsr()
E, V = eigenstates(2, 1, penalty)
doublets = E[E < 150.0]
exact4 = doublets[:K] - E4
excess4 = roots4 - exact4
assert len(roots4) == K and np.all(excess4 > -1e-8)
assert np.max(excess4) > 1e-6
outside4 = weight_outside_span(psi4, V[:, 0])
gap4 = doublets[1] - doublets[0]
assert excess4[0] >= outside4 * gap4 - 1e-10

# density-matrix formula against direct matrix elements, and symmetry of L
for psi, energy, L in ((psi2, E2, L2), (psiT, ET, LT), (psi4, E4, L4)):
    assert np.allclose(-L, direct_matrix(psi, energy), atol=1e-9)
    assert np.allclose(L, L.T, atol=1e-9)
asym4 = np.max(np.abs(L4 - L4.T))

# L as orbital derivative of the energy at fixed density matrices
D4, two4 = density_matrices(psi4)
assert abs(orbital_energy(np.eye(K), D4, two4) - E4) < 1e-9
step = 1e-4
slope = np.zeros((K, K))
for j in range(K):
    for m in range(K):
        change = np.zeros((K, K))
        change[m, j] = step
        slope[j, m] = (orbital_energy(np.eye(K) + change, D4, two4)
                       - orbital_energy(np.eye(K) - change, D4, two4)) / (2 * step)
slope_error = np.max(np.abs(slope - 2 * L4))
assert slope_error < 1e-5     # central difference, error of order step squared

# ---------- Hartree-Fock determinant: Koopmans' theorem ----------
P = 2 * core_vectors[:, :2] @ core_vectors[:, :2].T
for _ in range(2000):
    F = h + np.einsum("pqrs,rs->pq", g, P) - 0.5 * np.einsum("prqs,rs->pq", g, P)
    eps, orbs = np.linalg.eigh(F)
    P_new = 2 * orbs[:, :2] @ orbs[:, :2].T
    change = np.max(np.abs(P_new - P))
    P = 0.5 * (P + P_new)
    if change < 1e-12:
        break
assert change < 1e-10
hf = determinant(orbs[:, :2])
E_hf = hf @ (H @ hf)
roots_hf = ekt(hf)[0]
assert np.allclose(roots_hf, np.sort(-eps[:2]), atol=1e-8)


# ---------- output ----------
def show(label, values, unit, form=".6f"):
    text = " ".join(format(v, form) for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("centre charges", charges, "e", ".1f")
show("centre positions", centres, "bohr", ".1f")
show("softening length", softening, "bohr", ".1f")
show("oscillator frequency of basis", omega, "hartree", ".1f")
print("spatial orbitals K:", K)
show("one-electron energies e_k", core, "hartree")
print("-- two electrons, singlet --")
show("energy E", E2, "hartree")
show("natural occupations", occ2, "", ".4e")
show("diagonal estimates -L_ii/n_i", diag2, "hartree")
show("EKT roots", roots2, "hartree")
show("exact e_k - E", exact2, "hartree")
show("largest deviation", error2, "hartree", ".1e")
show("ion ground-state weight outside span", outside2, "", ".1e")
show("lowest ionisation energy", roots2[0] * HARTREE_EV, "eV", ".3f")
print("-- two electrons, core-orbital determinant --")
show("energy", E_trial, "hartree")
show("EKT root (below exact)", roots_trial[0], "hartree")
show("root minus exact", roots_trial[0] - exact2[0], "hartree")
show("largest asymmetry of L", asym_trial, "hartree", ".4f")
print("-- two electrons, triplet --")
show("energy E", ET, "hartree")
show("natural occupations", occT, "", ".4e")
show("EKT roots", rootsT, "hartree")
show("exact e_k - E", exactT, "hartree")
show("excess of roots", rootsT - exactT[:-1], "hartree", ".3e")
print("-- four electrons, singlet --")
show("full-CI energy E", E4, "hartree")
show("Hartree-Fock energy", E_hf, "hartree")
show("natural occupations", occ4, "", ".4e")
show("diagonal estimates -L_ii/n_i", diag4, "hartree")
show("Koopmans, Hartree-Fock", roots_hf, "hartree")
show("EKT roots", roots4, "hartree")
show("exact, lowest doublet ions", exact4, "hartree")
show("excess of EKT roots", excess4, "hartree", ".3e")
print("number of doublet ion states:", len(doublets))
show("ion ground-state weight outside span", outside4, "", ".3e")
show("first doublet gap of ion", gap4, "hartree")
show("lower bound to first excess", outside4 * gap4, "hartree", ".3e")
show("largest asymmetry of L", asym4, "hartree", ".1e")
show("orbital slope minus 2L, largest", slope_error, "hartree", ".1e")
show("lowest EKT ionisation energy", roots4[0] * HARTREE_EV, "eV", ".3f")
show("lowest exact ionisation energy", exact4[0] * HARTREE_EV, "eV", ".3f")
print("all assertions hold")
```

Printed output:

```
centre charges: 2.5 1.5 e
centre positions: -1.0 1.0 bohr
softening length: 1.0 bohr
oscillator frequency of basis: 0.7 hartree
spatial orbitals K: 5
one-electron energies e_k: -2.695964 -2.011938 -1.367059 -0.784869 -0.265512 hartree
-- two electrons, singlet --
energy E: -4.672110 hartree
natural occupations: 1.9766e+00 2.2442e-02 9.0709e-04 3.0724e-05 2.0482e-06
diagonal estimates -L_ii/n_i: 1.984820 2.683774 3.392996 3.958961 4.214657 hartree
EKT roots: 1.976146 2.660173 3.305051 3.887241 4.406598 hartree
exact e_k - E: 1.976146 2.660173 3.305051 3.887241 4.406598 hartree
largest deviation: 2.6e-13 hartree
ion ground-state weight outside span: 4.9e-33
lowest ionisation energy: 53.774 eV
-- two electrons, core-orbital determinant --
energy: -4.642739 hartree
EKT root (below exact): 1.946775 hartree
root minus exact: -0.029371 hartree
largest asymmetry of L: 0.1270 hartree
-- two electrons, triplet --
energy E: -4.230997 hartree
natural occupations: 9.9950e-01 9.9950e-01 5.0034e-04 5.0034e-04 -1.7744e-16
EKT roots: 1.535616 2.219447 3.009443 3.463212 hartree
exact e_k - E: 1.535032 2.219059 2.863937 3.446128 3.965484 hartree
excess of roots: 5.833e-04 3.882e-04 1.455e-01 1.708e-02 hartree
-- four electrons, singlet --
full-CI energy E: -6.041514 hartree
Hartree-Fock energy: -6.017088 hartree
natural occupations: 1.9950e+00 1.9729e+00 2.6790e-02 4.7565e-03 6.0013e-04
diagonal estimates -L_ii/n_i: 0.987346 0.424250 1.200864 1.727552 2.128548 hartree
Koopmans, Hartree-Fock: 0.405637 0.979932 hartree
EKT roots: 0.417883 0.983221 1.090501 1.732037 2.244918 hartree
exact, lowest doublet ions: 0.401210 0.880010 1.029998 1.490468 1.502866 hartree
excess of EKT roots: 1.667e-02 1.032e-01 6.050e-02 2.416e-01 7.421e-01 hartree
number of doublet ion states: 40
ion ground-state weight outside span: 1.275e-02
first doublet gap of ion: 0.478801 hartree
lower bound to first excess: 6.107e-03 hartree
largest asymmetry of L: 1.2e-15 hartree
orbital slope minus 2L, largest: 2.7e-08 hartree
lowest EKT ionisation energy: 11.371 eV
lowest exact ionisation energy: 10.917 eV
all assertions hold
```
